# Minimum fluidisation velocity of fine powders from laminar drag, part 1

(Sections cited here and not found follow in the second part.)

## 1. From a drilled block to the packed bed

### A block with straight holes

Take a solid block of density $\rho_p$ standing in a vertical shaft that it fits without friction or leakage. Straight vertical holes of diameter $D$ run through it and occupy a fraction $\varepsilon$ of its volume. Gas is pushed up through the holes, and the question is at what flow the block begins to lift. The weight of the gas is ignored for the moment.

Let the block have cross-section $S$ and height $L$, and let the pressure below exceed the pressure above by $\Delta p$. The gas pushes on the block in two ways. On the solid part of the end faces the net upward force is $(1-\varepsilon)S\,\Delta p$. In the holes, the gas moves steadily, so the pressure force on it, $\varepsilon S\,\Delta p$, is balanced by the friction of the walls; the gas drags the walls upward with the same force. The sum is

$$(1-\varepsilon)S\,\Delta p+\varepsilon S\,\Delta p=S\,\Delta p .$$

The weight of the block is $(1-\varepsilon)\rho_p g\,SL$. It lifts when the two are equal, which fixes the pressure gradient:

$$\frac{\Delta p}{L}=(1-\varepsilon)\rho_p g .$$

The hole diameter does not appear here. It enters through the flow that this gradient drives. Slow viscous flow in a round tube has mean speed $D^2/(32\mu)$ times the pressure gradient, where $\mu$ is the viscosity, as derived below. Only the fraction $\varepsilon$ of the cross-section is open, so the volume flow per total cross-section at lift-off is

$$u=\varepsilon\,\frac{D^2}{32\mu}\,(1-\varepsilon)\rho_p g .$$

Doubling the hole diameter at fixed $\varepsilon$ makes the required flow four times as large. The square comes from the permeability of the holes, while the weight per volume stays the same. A powder bed works in the same way, with a pore width proportional to the particle diameter. What remains is to treat buoyancy, to relate pore width to particle size, and to allow for winding pores.

### Conventions and assumptions

The bed consists of equal solid spheres of diameter $d$ and density $\rho_p$, packed at random. The voidage $\varepsilon$ is the gas fraction of the bed volume. Gas of density $\rho_g$ and viscosity $\mu$ flows upward, along $z$. The superficial velocity $u$ is the volume flow divided by the whole cross-section of the empty vessel; the mean speed inside the pores is larger.

For the basic result the flow is steady and slow enough for inertia to be negligible, the gas is a continuum that sticks to the solid surface, and its density is nearly uniform over the bed. The particles do not attract each other, and the vessel wall carries none of their weight. The voidage at onset is that of the packed bed. The second half removes several of these assumptions one at a time.

### Force balance with buoyancy counted once

Let $G=-dp/dz$ be the total upward pressure gradient, averaged over many particles. Consider a unit volume of bed, which contains a volume $1-\varepsilon$ of solid and $\varepsilon$ of gas.

The averaged pressure field pushes on each phase with a force equal to $G$ times the volume of that phase. The remaining force of the gas on the solid, from viscous stress and from local deviations of pressure about the average, is called $f$ per bed volume. By action and reaction the gas feels $-f$. At onset the particles no longer press on each other, so the steady balances are

$$(1-\varepsilon)G+f=(1-\varepsilon)\rho_p g,$$

$$\varepsilon G-f=\varepsilon\rho_g g .$$

Adding them removes $f$:

$$G=(1-\varepsilon)\rho_p g+\varepsilon\rho_g g .$$

The pressure gradient carries the weight of everything in the bed. A gas at rest already has a gradient $\rho_g g$, which drives no flow. The part that works against friction is therefore $\Gamma=G-\rho_g g$. Subtracting $\rho_g g=(1-\varepsilon)\rho_g g+\varepsilon\rho_g g$ gives

$$\Gamma=(1-\varepsilon)(\rho_p-\rho_g)g\equiv w. \tag{1}$$

Here $w$ is the buoyant weight of the particles per bed volume. Buoyancy has entered once, through the subtraction of the hydrostatic gradient. The gas balance also gives $f=\varepsilon(G-\rho_g g)=\varepsilon\Gamma$, so $f$ alone is smaller than $w$. The missing part, $(1-\varepsilon)\Gamma$, is the push of the frictional pressure gradient on the solid volume. It corresponds to the force on the end faces of the drilled block.

Below onset the particles still press on each other. Let $\sigma(s)$ be the vertical contact stress, positive in compression, at depth $s$ below the top of the bed. A slice of thickness $ds$ is pushed down by its buoyant weight $w\,ds$ and by $\sigma(s)$ from above, and up by $\Gamma\,ds$ and by $\sigma(s+ds)$ from below. Hence

$$\frac{d\sigma}{ds}=w-\Gamma ,\qquad \sigma(0)=0. \tag{2}$$

With a uniform $\Gamma$ the stress is $(w-\Gamma)s$. It vanishes at all depths together when $\Gamma=w$. Particles without cohesion cannot carry tension, so a larger frictional gradient cannot be held by the packed bed: it must loosen. This is why (1) marks the onset of fluidisation.

### Flow in one pore

Consider a round tube of diameter $D$ and radius $R=D/2$, with a frictional gradient $\Gamma_t$ along its axis. A coaxial cylinder of gas of radius $r$ and unit length is pushed forward with force $\pi r^2\Gamma_t$. Viscous stress on its side holds it back with force $-2\pi r\mu\,dv/dr$, which is positive because the speed $v$ falls outward. Equating the two,

$$\frac{dv}{dr}=-\frac{\Gamma_t r}{2\mu}.$$

With $v(R)=0$, integration from $r$ to $R$ gives

$$v(r)=\frac{\Gamma_t}{4\mu}(R^2-r^2).$$

The mean over the cross-section is

$$\bar v=\frac{2}{R^2}\int_0^R v\,r\,dr=\frac{\Gamma_t}{2\mu R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{\Gamma_tR^2}{8\mu}=\frac{\Gamma_tD^2}{32\mu}. \tag{3}$$

### Pore diameter from particle diameter

The pores between spheres are not tubes. The capillary model replaces them by tubes that have the same gas volume and the same wetted area as the bed. A sphere has surface $\pi d^2$ and volume $\pi d^3/6$, hence a ratio of area to volume of $6/d$. A unit bed volume therefore has wetted area $6(1-\varepsilon)/d$; the small areas lost at contacts are ignored.

If the total tube length in this unit volume is $\ell$, the two requirements are

$$\ell\,\frac{\pi D^2}{4}=\varepsilon,\qquad \ell\,\pi D=\frac{6(1-\varepsilon)}{d}.$$

Dividing the first by the second cancels $\ell$ and leaves $D/4=\varepsilon d/[6(1-\varepsilon)]$, so

$$D=\frac{2\varepsilon d}{3(1-\varepsilon)}. \tag{4}$$

This is the hydraulic diameter of the pores. It is proportional to $d$ at fixed voidage.

### Winding paths and the Ergun constant

Let each tube be longer than the bed by a factor $\tau\ge1$, the tortuosity. This acts twice. First, the frictional pressure drop is spread over a longer path, so the gradient along the tube is $\Gamma_t=\Gamma/\tau$. Second, if $N$ tubes cross each unit of horizontal area, their volume per unit bed height is $N\tau\pi D^2/4$. This must equal $\varepsilon$, so $N\pi D^2/4=\varepsilon/\tau$. The superficial velocity is the number of tubes times the flow in each:

$$u=N\,\frac{\pi D^2}{4}\,\bar v=\frac{\varepsilon}{\tau}\,\frac{\Gamma}{\tau}\,\frac{D^2}{32\mu}.$$

Inserting $D^2=4\varepsilon^2d^2/[9(1-\varepsilon)^2]$ and using $4/(9\cdot32)=1/72$,

$$u=\frac{\varepsilon^3d^2}{72\,\tau^2(1-\varepsilon)^2}\,\frac{\Gamma}{\mu}. \tag{5}$$

Straight tubes would give the coefficient 72. The laminar part of the Ergun equation has the same form with the empirical value 150:

$$\Gamma=\frac{150\,\mu(1-\varepsilon)^2}{\varepsilon^3d^2}\,u. \tag{6}$$

The two agree if $\tau^2=150/72=25/12$, or $\tau=1.443$. This is a fitted number, since the model does not predict how much the pores wind. It also absorbs other faults of the model, such as the changing width of real pores.

One of these faults can be sized by replacing round tubes with square ducts of side $D$. Their hydraulic diameter, four times the area divided by the perimeter, is also $D$. The speed obeys $-\nabla^2v=\Gamma_t/\mu$ and vanishes on the sides. On the square, the constant 1 is the sum over odd $m,n$ of $16/(\pi^2mn)$ times $\sin(m\pi x/D)\sin(n\pi y/D)$. Inverting the Laplacian divides each term by $\pi^2(m^2+n^2)/D^2$, and the mean of each sine product is $4/(\pi^2mn)$. Therefore

$$\bar v=\frac{\Gamma_tD^2}{\mu}\,\frac{64}{\pi^6}\sum_{m,n\ \mathrm{odd}}\frac{1}{m^2n^2(m^2+n^2)}=\frac{\Gamma_tD^2}{28.45\,\mu},$$

where the sum was evaluated numerically. The coefficient is 11% below the 32 of the round tube. At equal hydraulic diameter and equal gradient, the mean speed in the square duct is thus 12% higher than in the round tube, so the hydraulic diameter alone does not fix the constant.

### Why the square does not depend on the tube model

The factor $d^2$ rests on firmer ground than the constant. Slow flow with uniform density obeys

$$\mu\nabla^2\mathbf v=\nabla P,\qquad \nabla\cdot\mathbf v=0,$$

with $\mathbf v=0$ on the particle surfaces. Here $P$ is the pressure with its hydrostatic part removed, and its mean gradient has magnitude $\Gamma$. Measure lengths in units of $d$, so that $\mathbf x=d\,\mathbf X$, and write

$$\mathbf v=\frac{\Gamma d^2}{\mu}\mathbf V(\mathbf X),\qquad P=\Gamma d\,Q(\mathbf X).$$

Two derivatives of $\mathbf v$ bring $1/d^2$, so the left side of the first equation becomes $\Gamma\nabla_X^2\mathbf V$. One derivative of $P$ brings $1/d$, so the right side becomes $\Gamma\nabla_XQ$. The factor $\Gamma$ cancels, and the scaled problem contains neither $d$ nor $\mu$. Two packings that differ in scale alone share the same $\mathbf V$. Averaging it gives

$$u=\kappa\,d^2\,\frac{\Gamma}{\mu},$$

where the number $\kappa$ depends on the geometry of the packing. The Ergun form supplies the estimate $\kappa=\varepsilon^3/[150(1-\varepsilon)^2]$. An error in the constant 150 changes all velocities by a common factor and leaves the exponent 2 intact, provided that the packings are similar.

### The minimum fluidisation velocity

Setting the friction (6) equal to the buoyant weight (1) gives

$$\frac{150\,\mu(1-\varepsilon)^2}{\varepsilon^3d^2}\,u=(1-\varepsilon)(\rho_p-\rho_g)g .$$

One factor $1-\varepsilon$ cancels. Solving for $u$ and naming the result $u_0$,

$$u_0=\frac{\varepsilon^3(\rho_p-\rho_g)g\,d^2}{150(1-\varepsilon)\mu}. \tag{7}$$

The same scaling appears for a single particle. There are $6(1-\varepsilon)/(\pi d^3)$ particles per bed volume, so the frictional force on each is

$$\frac{\Gamma\pi d^3}{6(1-\varepsilon)}=\frac{25\pi(1-\varepsilon)}{\varepsilon^3}\,\mu u d .$$

It grows as $ud$, while the weight grows as $d^3$; their balance requires $u\propto d^2$.

The velocity vanishes when solid and gas have equal density, as it must. The formula diverges as $\varepsilon\to1$, where it has no meaning: a lone sphere is held up by a finite velocity, and the capillary model describes a packed bed.

For particles of other shapes or mixed sizes, the capillary model needs their total surface and volume. The diameter to insert is then $d=6\times$ volume/surface. For spheres of several sizes it is $\sum d_i^3/\sum d_i^2$, summed over particles. This replacement assumes that the bed stays mixed and that the constant 150 still applies.

### A numerical case

The example uses round, rough values in the regime of atomic layer deposition on an oxide powder in a hot inert carrier gas. The particles have $d=60$ µm and $\rho_p=2500$ kg/m³, and the voidage is 0.45. The gas has molar mass $M=28$ g/mol and viscosity 24 µPa s at $T=450$ K, and it leaves the bed at 760 Torr. The ideal-gas density $\rho_g=pM/(R_gT)$, with $R_g$ the gas constant, is 0.758 kg/m³. It changes the buoyant weight by 0.03%.

The buoyant weight per bed volume is

$$w=0.55\times2499\times9.807=13480\ \mathrm{N/m^3}.$$

The pore diameter from (4) is $2\times0.45\times60/(3\times0.55)=32.7$ µm. Equation (7) gives

$$u_0=\frac{0.45^3\times2499\times9.807\times(60\times10^{-6})^2}{150\times0.55\times24\times10^{-6}}=4.06\times10^{-3}\ \mathrm{m/s}.$$

The minimum fluidisation velocity in this model is thus 4.06 mm/s, or 24.4 cm/min. Straight pores, with 72 in place of 150, would give $4.06\times150/72=8.46$ mm/s. The empirical constant therefore matters by a factor of two. It is itself uncertain: the Carman–Kozeny value 180, also in common use for slow flow through beds of spheres, gives 3.38 mm/s, 17% lower, and the empirical Wen–Yu correlation, which takes no voidage as input, gives about 2.2 mm/s.

## 2. Range of validity and use

### Symbols and results carried over

A bed of spheres of diameter $d$ and density $\rho_p$, with voidage $\varepsilon$, is crossed by gas of density $\rho_g$ and viscosity $\mu$ at superficial velocity $u$. The frictional pressure gradient is $\Gamma$, and the buoyant weight per bed volume is $w=(1-\varepsilon)(\rho_p-\rho_g)g$. The contact stress at depth $s$ obeys $d\sigma/ds=w-\Gamma$. Laminar friction is $\Gamma=K u$ with $K=150\mu(1-\varepsilon)^2/(\varepsilon^3d^2)$. Onset at $\Gamma=w$ gives

$$u_0=\frac{w}{K}=\frac{\varepsilon^3(\rho_p-\rho_g)g\,d^2}{150(1-\varepsilon)\mu}.$$

The pores have hydraulic diameter $D=2\varepsilon d/[3(1-\varepsilon)]$. In the example $d=60$ µm, $\varepsilon=0.45$, $D=32.7$ µm and $u_0=4.06$ mm/s, at 450 K and 760 Torr. The bed is now given a height $L=50$ mm in a round vessel 50 mm wide. Its buoyant weight per area is $W=wL=674$ Pa, or 5.06 Torr.

This part has derived the minimum fluidisation velocity for slow gas flow through a packed bed of cohesionless spheres, and has shown that it grows as the square of the particle diameter when the packing geometry and the other inputs are fixed. What remains is to see how inertia, voidage, temperature, slip, gas expansion and cohesion affect this result, and how to use it for real powders.

All numerical values are calculated from the stated model.
